# Closed-form electrostatics of an undoped gate-all-around nanowire with electrons only

## Definitions and conventions

A long cylindrical semiconductor wire has radius \(R\) and permittivity \(\varepsilon_s\). An insulator of thickness \(t\) and permittivity \(\varepsilon_{ox}\) surrounds it, and a metal gate encloses the insulator. The radial coordinate is \(r\), \(q>0\) is the elementary charge, and \(v_T=kT/q\) is the thermal voltage.

The potential \(\psi(r)\) is measured so that \(-q\psi\) follows the intrinsic level. The electron quasi-Fermi potential \(V\) is constant over a cross-section, and \(V=0\) at the grounded source. With Boltzmann statistics the electron density is

\[
n(r)=n_i\exp\!\left[\frac{\psi(r)-V}{v_T}\right],
\]

where \(n_i\) is the intrinsic density. Holes, dopants, and fixed or interface charges are absent. Axial variation is slow enough for its contribution to Poisson's equation to be dropped. The potential at the inner gate surface is \(V_G-\Delta\phi\), where \(V_G\) is the gate voltage and \(\Delta\phi\) is the work-function difference between gate and intrinsic semiconductor, divided by \(q\).

Four dimensionless quantities simplify the formulas:

\[
v=\frac{V_G-\Delta\phi-V}{v_T},\qquad
L=\ln\frac{8}{\delta R^2},\qquad
\eta=\frac{4\varepsilon_s}{\varepsilon_{ox}}\ln\!\left(1+\frac tR\right),\qquad
\lambda=\frac{\beta}{1-\beta}.
\]

Here \(\delta=qn_i/(\varepsilon_s v_T)\) is an inverse length squared, and \(\beta\), between 0 and 1, is the unknown that the gate voltage fixes.

## Reduction of Poisson's equation

The charge density is \(-qn\), so Poisson's equation is \(\varepsilon_s\nabla^2\psi=+qn\). With \(\varphi=(\psi-V)/v_T\) it becomes

\[
\frac1r\frac{d}{dr}\!\left(r\frac{d\varphi}{dr}\right)=\delta e^{\varphi}.
\]

The explicit \(r\) is removed by the variables \(s=\ln r\) and \(u=\varphi+2s\), with \(r\) expressed in a fixed unit of length. Since \(r\,d/dr=d/ds\), multiplying the equation by \(r^2\) gives

\[
\frac{d^2\varphi}{ds^2}=\delta r^2e^{\varphi}=\delta e^{u}.
\]

The added term \(2s\) has zero second derivative, so \(d^2u/ds^2=\delta e^u\). Multiplication by \(du/ds\) makes both sides total derivatives:

\[
\frac{d}{ds}\left[\frac12\left(\frac{du}{ds}\right)^2-\delta e^u\right]=0.
\]

The axis, \(s\to-\infty\), determines the constant. Without a line charge there, \(r\varphi'\to0\), while \(\varphi\) stays finite. Define \(w=du/ds=r\varphi'+2\). Then \(w\to2\) and \(e^u=r^2e^\varphi\to0\), so the bracket equals 2 and

\[
w^2=4+2\delta e^u.
\]

For \(r>0\) this gives \(w^2>4\). Because \(w\) is continuous and starts at \(+2\), it follows that \(w>2\).

## The logarithmic profile

The equation \(dw/ds=\delta e^u\) and the first integral together give \(dw/ds=(w^2-4)/2\), which separates:

\[
\frac{dw}{w^2-4}=\frac{ds}{2},\qquad
\frac1{w^2-4}=\frac14\left(\frac1{w-2}-\frac1{w+2}\right).
\]

Integration and multiplication by 4 yield

\[
\ln\frac{w-2}{w+2}=2s+\text{constant},\qquad
\frac{w-2}{w+2}=Cr^2 .
\]

Since \(w>2\), the constant \(C\) is positive. For finite \(w\) the left side is also below 1, so \(Cr^2<1\) throughout the wire. With \(x=Cr^2\),

\[
w=2\,\frac{1+x}{1-x},
\]

and the density follows from the first integral without another integration:

\[
\delta r^2e^\varphi=\frac{w^2-4}{2}
=2\,\frac{(1+x)^2-(1-x)^2}{(1-x)^2}
=\frac{8Cr^2}{(1-Cr^2)^2}.
\]

Division by \(\delta r^2\), a logarithm, and the definition \(\beta=CR^2\) give

\[
\boxed{\psi(r)=V+v_T\ln\frac{8\beta}{\delta R^2\left(1-\beta r^2/R^2\right)^2}},
\qquad 0<\beta<1.
\]

On the axis \(e^{\varphi(0)}=8C/\delta\). A solution started there with a given \(\varphi(0)\) therefore diverges at

\[
r_c=\frac1{\sqrt C}=\sqrt{\frac{8}{\delta e^{\varphi(0)}}}.
\]

The wire must end before this radius. The condition \(r_c>R\) sets ceilings at the centre:

\[
\psi(0)-V<v_TL,\qquad n(0)<\frac{8\varepsilon_sv_T}{qR^2}.
\]

In this model a higher gate voltage cannot raise the centre beyond these values, because the electrons nearer the surface screen it.

## Charge and gate condition

The slope at the surface follows from \(r\varphi'=w-2=4x/(1-x)\). At \(r=R\), where \(x=\beta\), this equals \(4\lambda\), so

\[
\left.\frac{d\psi}{dr}\right|_R=\frac{4v_T\lambda}{R}.
\]

Gauss's law converts the slope into the magnitude \(Q\) of the electron charge per unit area of wire surface, and into the number of electrons per unit length \(N_L=2\pi RQ/q\):

\[
Q=\frac{4\varepsilon_sv_T\lambda}{R},\qquad
N_L=\frac{8\pi\varepsilon_sv_T\lambda}{q}.
\]

The insulator contains no charge, so its potential is \(\psi(R)+A\ln(r/R)\). Without interface charge the radial displacement is continuous, which requires \(\varepsilon_{ox}A/R=Q\). At \(r=R+t\),

\[
V_G-\Delta\phi-\psi(R)=\frac{Q}{C_{ox}},\qquad
C_{ox}=\frac{\varepsilon_{ox}}{R\ln(1+t/R)}.
\]

This capacitance refers to unit area of the wire surface, not of the gate surface. Inserting \(Q\) gives \(Q/(C_{ox}v_T)=\eta\lambda\). For the surface potential, \(\beta=\lambda/(1+\lambda)\) and \(1-\beta=1/(1+\lambda)\), hence \(\beta/(1-\beta)^2=\lambda(1+\lambda)\) and

\[
\psi(R)=V+v_T\left[L+\ln\lambda+\ln(1+\lambda)\right].
\]

Adding the insulator drop and dividing by \(v_T\) gives the gate condition

\[
\boxed{v=L+\ln\lambda+\ln(1+\lambda)+\eta\lambda}.
\]

The right side rises strictly from \(-\infty\) to \(+\infty\) as \(\lambda\) goes from 0 to \(\infty\). Each gate voltage thus has one and only one solution.

## Numerical evaluation

The unknown \(y=\ln\lambda\) keeps \(\lambda\) positive and covers many decades of charge. The function to be set to zero is

\[
g(y)=L+y+\ln(1+e^y)+\eta e^y-v,
\]

with derivatives

\[
g'=1+\frac{\lambda}{1+\lambda}+\eta\lambda>0,\qquad
g''=\frac{\lambda}{(1+\lambda)^2}+\eta\lambda>0.
\]

Because \(g\) is convex, its tangent lies below it, so \(g\ge0\) where the tangent vanishes. Newton's method started above the root therefore descends towards it without crossing it.

Two upper bounds supply the start. The last two positive terms of the gate condition may be dropped, which gives \(y<v-L\). If \(\lambda\ge1\), both logarithms are non-negative, so \(\eta\lambda\le v-L\). Accordingly, start from \(y_0=v-L\) when \(v\le L\), and otherwise from

\[
y_0=\min\left\{v-L,\;\ln\max\left[1,\frac{v-L}{\eta}\right]\right\}.
\]

When \(\beta\) is close to 1, the difference \(1-\beta r^2/R^2\) loses digits near the surface. The equivalent form

\[
\frac{\psi(r)-V}{v_T}=L+\ln\lambda+\ln(1+\lambda)
-2\ln\!\left[1+\lambda\left(1-\frac{r^2}{R^2}\right)\right]
\]

does not require \(1-\beta\). It also gives the band bending directly: \(\psi(R)-\psi(0)=2v_T\ln(1+\lambda)\).

## Capacitance and limits

At fixed \(V\), differentiation of the gate condition and of \(Q=C_{ox}v_T\eta\lambda\) gives

\[
\frac{dQ}{dV_G}=C_{ox}\,
\frac{\eta}{1/\lambda+1/(1+\lambda)+\eta}.
\]

This is the series combination of \(C_{ox}\) with the semiconductor capacitance \(dQ/d\psi(R)=(4\varepsilon_s/R)\,\lambda(1+\lambda)/(1+2\lambda)\).

**Weak inversion.** When \(\lambda\ll1\) and \(\eta\lambda\ll1\), the leading solution is \(\lambda_0=e^{v-L}=\delta R^2e^v/8\). Substitution into \(N_L\) cancels \(\varepsilon_s\) and \(v_T\) from the prefactor:

\[
N_L\simeq\pi R^2n_i e^v.
\]

The whole cross-section fills uniformly. The charge changes by a factor of ten for a gate-voltage change \(v_T\ln10\). Expanding \(\ln(1+\lambda)\simeq\lambda\) gives the first correction, \(\lambda\simeq\lambda_0[1-(1+\eta)\lambda_0]\).

**Strong inversion.** When \(\lambda\gg1\), the centre potential approaches its ceiling as \(V+v_T(L-1/\lambda)\). The capacitance becomes \(C_{ox}\,\eta/(2/\lambda+\eta)\), which is close to \(C_{ox}\) once \(\eta\lambda\gg2\) as well. Near the surface, at depth \(d=R-r\ll R\), the density is

\[
n(r)\simeq\frac{n(R)}{(1+2\lambda d/R)^2}.
\]

The layer thickness scale is \(R/(2\lambda)\), much smaller than the radius. The general expressions for \(n(R)\) and \(Q\) also satisfy

\[
qv_Tn(R)=\frac{Q^2}{2\varepsilon_s}\left(1+\frac1\lambda\right).
\]

For large \(\lambda\) this becomes the planar balance \(kTn(R)=\varepsilon_sE_s^2/2\), with \(E_s=Q/\varepsilon_s\) the magnitude of the surface field: electron pressure balances electrostatic stress. The term \(1/\lambda\) is the effect of curvature and finite radius.

## Worked example

Take \(R=5\) nm, \(t=2\) nm, relative permittivities 12 and 4, \(n_i=10^{10}\ \mathrm{cm^{-3}}\), \(T=300\) K, and \(V=\Delta\phi=0\). Then \(v_T=25.852\) mV and \(\delta R^2=1.458\times10^{-8}\), so \(L=20.123\). The insulator parameter is \(\eta=4(12/4)\ln(1.4)=4.038\), and \(C_{ox}=2.105\ \mathrm{\mu F/cm^2}\).

At \(V_G=1.0\) V the root is \(\lambda=3.8693\). The terms of the gate condition are

\[
20.123+1.353+1.583+15.623=38.682,
\]

which multiplied by \(v_T\) returns 1.000 V. The first three terms give \(\psi(R)=0.596\) V, and the last gives an insulator drop of 0.404 V. The charge is \(Q=2.105\times0.404=0.850\ \mathrm{\mu C/cm^2}\), or \(N_L=1.667\ \mathrm{nm^{-1}}\).

| \(V_G\) (V) | \(\lambda\) | \(\psi(0)\) (V) | \(\psi(R)\) (V) | \(N_L\) (nm\(^{-1}\)) |
|---|---|---|---|---|
| 0.2 | \(4.17\times10^{-6}\) | 0.2000 | 0.2000 | \(1.80\times10^{-6}\) |
| 0.4 | \(9.13\times10^{-3}\) | 0.3986 | 0.3990 | \(3.93\times10^{-3}\) |
| 0.6 | 0.714 | 0.4976 | 0.5254 | 0.308 |
| 0.8 | 2.20 | 0.5105 | 0.5706 | 0.947 |
| 1.0 | 3.87 | 0.5143 | 0.5961 | 1.667 |

Between 0.2 and 0.4 V the centre follows the gate closely. Between 0.8 and 1.0 V it rises by about 4 mV, and its ceiling is 0.520 V. The capacitance is \(0.67C_{ox}\) at 0.6 V and \(0.90C_{ox}\) at 1.0 V.

In the closed form at 1.0 V, the density rises from \(4.4\times10^{18}\ \mathrm{cm^{-3}}\) on the axis to \(1.0\times10^{20}\ \mathrm{cm^{-3}}\) at the surface. It has fallen to one quarter of the surface value where \(\lambda(1-r^2/R^2)=1\), at a depth of 0.69 nm.

A finite-volume solution of Poisson's equation, with 0.01 nm spacing and the insulator included in the mesh, was compared with the closed form at the five voltages in the table. The largest potential difference was 2.6 µV, and the largest charge difference was \(7\times10^{-6}\) of the closed-form charge. This tests the solution of the stated model, not the model's assumptions. Further values are in the numerical output.

## Use for real devices

The parameters are rough values in the regime of silicon gate-all-around transistors with a silicon-dioxide-like insulator. A 2 nm oxide is thick beside the roughly 1 nm equivalent thickness of advanced logic devices, and 1.0 V is above their usual supply of roughly 0.7 V. Real gates also generally have a nonzero \(\Delta\phi\), which shifts the gate-voltage axis. Between 0.4 and 1.0 V and at a given temperature, the assumption that matters most among those sized here is the neglect of confinement. A self-consistent Schrödinger-Poisson calculation with Fermi-Dirac occupation, a hard wall at \(R\), and an isotropic cross-section mass for each valley gives 0.37, 0.69 and 0.74 times the closed-form charge at 0.4, 0.7 and 1.0 V, at the same gate voltages. Fermi-Dirac statistics without confinement gives 0.999, 0.98 and 0.97. Most of the reduction therefore comes from confinement, even though the surface density at 1.0 V exceeds the band density of states, \(2.7\times10^{19}\ \mathrm{cm^{-3}}\).

Confinement also changes the shape of the profile. With a hard wall the density vanishes at \(r=R\). At 0.4 V it is largest on the axis, and at 1.0 V it peaks at about \(2.6\times10^{19}\ \mathrm{cm^{-3}}\), some 1.9 nm below the surface. The ceilings at the centre do not carry over either: at 1.0 V the axis holds about \(1.1\times10^{19}\ \mathrm{cm^{-3}}\), twice the closed-form ceiling, at a potential of 0.530 V. The uniform filling in weak inversion and the thin surface layer in strong inversion are therefore features of the classical model, not the electron distribution in a real wire this thin.

At 0.4 V the factor 0.375 already includes a little screening. Deeper in weak inversion it tends to 0.366, which corresponds to a gate-voltage shift of about \(v_T\ln(1/0.366)=26\) mV. It depends on the hard wall: a finite 3.1 eV barrier with an insulator mass of 0.4 electron masses gives roughly 0.42, or 22 mV. This number is itself approximate. The masses used are 0.19 and 0.92 electron masses, arranged for a silicon wire along a [100] direction. For the valleys with unequal masses in the cross-section, replacing the isotropic mass by the two actual ones raises the lowest flat-well level from 21.1 to 27.5 meV. If every level of those valleys rose equally, their weak-inversion charge would fall by another 22%. The levels do not all rise equally: the thermal sum over the flat-well levels falls by about 17%, which lowers the hard-wall weak-inversion factor to about 0.32, a shift of 30 mV.

Other limits depend on the operating point:

- **Holes.** In equilibrium at \(V=0\), the hole-to-electron ratio is \(e^{-2\psi/v_T}\). It is 1% at \(\psi=0.060\) V and \(2\times10^{-7}\) at 0.2 V. The net charge \(Q\) is therefore wrong near and below \(V_G-\Delta\phi=0\). The potential and the electron density remain accurate until holes accumulate: including holes changes the electron count by 0.1% at \(-0.3\) V, by 5% at \(-0.4\) V, and by a factor 2.5 at \(-0.5\) V.
- **Insulator.** The largest closed-form field at 1.0 V is 2.4 MV/cm, below the rough 10 MV/cm breakdown scale of good silicon dioxide. A semiclassical tunnelling estimate with a 3.1 eV barrier and a mass of 0.4 electron masses gives about \(10^{-2}\ \mathrm{A/cm^2}\). The result depends exponentially on barrier, thickness and mass: masses of 0.3 and 0.5 give roughly \(0.16\) and \(7\times10^{-4}\ \mathrm{A/cm^2}\), so it is only a rough size.
- **Temperature.** At \(V_G=0.2\) V, heating from 300 to 358 K multiplies the charge by about 12, with \(\Delta\phi\) and a 1.12 eV gap held fixed. At 0.4 V the factor is about 3.3, and at 1.0 V about 1.01. The value of \(n_i\) must be updated together with \(v_T\).
- **Small numbers.** In the closed form, a 20 nm length holds 33 electrons at 1.0 V (about 25 with the confinement factor above) but a mean of \(4\times10^{-5}\) at 0.2 V. The latter is a statistical average, not a smooth instantaneous charge.

Near source and drain, or in a channel too short for the axial second derivative of \(\psi\) to be negligible, the radial equation no longer suffices. That error is not estimated here.

## Values computed for the example and the checks

```
Inputs: R = 5.0 nm, t = 2.0 nm, T = 300.0 K, n_i = 1.0e+10 cm^-3
Relative permittivities: wire 12.0, insulator 4.0
Thermal voltage = 25.852 mV; delta*R^2 = 1.4582e-08
ln(8/(delta R^2)) = 20.1229; eta = 4.0377
Ceiling of centre potential = 0.5202 V
Ceiling of centre density = 5.486e+18 cm^-3
Insulator capacitance per wire surface = 2.105 uF/cm2
VG(V)  lambda      beta        psi(0)(V) psi(R)(V) N_L(1/nm)  Q(uC/cm2)
0.2  4.1743e-06  4.1742e-06  0.20000  0.20000  1.7986e-06  9.1726e-07
0.4  9.1303e-03  9.0477e-03  0.39858  0.39905  3.9340e-03  2.0063e-03
0.6  7.1421e-01  4.1664e-01  0.49758  0.52545  3.0774e-01  1.5694e-01
0.8  2.1975e+00  6.8726e-01  0.51052  0.57062  9.4685e-01  4.8289e-01
1.0  3.8693e+00  7.9463e-01  0.51427  0.59612  1.6672e+00  8.5024e-01
Profile at VG = 1.0 V: r (nm), psi (V), n (cm^-3)
  0.0  0.51427  4.359e+18
  2.5  0.52573  6.789e+18
  4.0  0.55101  1.805e+19
  5.0  0.59612  1.034e+20
Surface field in wire at 1.0 V = 0.800 MV/cm
Capacitance / insulator capacitance: 0.6 V 0.6706, 1.0 V 0.8970
Swing from grid solver, 0.20-0.21 V = 59.528 mV/decade
Largest grid-closed difference: psi 2.55 uV, charge 6.6e-06 (relative)
Divergence radius, delta=1, phi(0)=0: reached 2.82795, formula 2.82843
NEGLECTED EFFECTS (rough silicon-like parameters)
Masses: transverse 0.19, longitudinal 0.92 m_e; band density N_c = 2.74e+19 cm^-3
VG(V)  N_L closed, Fermi-Dirac, quantum (1/nm); ratios to closed
0.4  3.9340e-03  3.9316e-03  1.4739e-03  0.999  0.375
0.7  6.1071e-01  5.9917e-01  4.2185e-01  0.981  0.691
1.0  1.6672e+00  1.6132e+00  1.2357e+00  0.968  0.741
Flat-well lowest level: isotropic mass 21.1 meV, anisotropic 27.5 meV
Hole/electron ratio at 0.2 V = 1.9e-07; 1% at psi = 0.0595 V
Largest insulator field at 1.0 V = 2.40 MV/cm
Tunnelling inputs: barrier 3.1 eV, mass 0.4 m_e
Transmission 3.9e-10, attempt rate 3.6e+13 1/s, leakage 9.0e-03 A/cm2
Charge at 0.2 V, 358 K over 300 K (gap 1.12 eV) = 12.4
Mean electrons in 20 nm of wire: 0.2 V 3.6e-05, 1.0 V 33.3
```
